Sparse Gaussian-process potentials: predictive variance far from the inducing points

Take an energy function φ(x) of one coordinate, with a zero-mean Gaussian prior whose covariance is k(x,x′) = s²ρ(x,x′), where ρ(x,x) = 1 and ρ decays to zero with distance. One value is observed, y = φ(z) + ε, with independent Gaussian noise of variance σ². At a test point x write ρ = ρ(x,z). The prior gives Var φ(x) = s², Cov(φ(x),y) = s²ρ and Var y = s² + σ². Conditioning on y, by the rule proved below, leaves

v_exact = s² − s⁴ρ²/(s² + σ²) = s²(1 − ρ²) + ρ² s²σ²/(s² + σ²),

where the second form follows by adding and subtracting s²ρ². Now replace φ by the one-term expansion φ(x) = k(x,z)α, and give α the prior variance 1/s², so that φ(z) = s²α keeps its variance s². The model is y = s²α + ε. Precisions of prior and datum add, so α has posterior variance 1/(s² + s⁴/σ²) = σ²/[s²(σ² + s²)], and multiplying by k(x,z)² = s⁴ρ² gives

v_expansion = ρ² s²σ²/(s² + σ²).

This is the second term of v_exact with the first term missing. At x = z the two agree. Far away, ρ → 0, the exact variance returns to s² and the variance of the expansion goes to zero. The expansion is certain that φ vanishes there, because no value of α can make it do anything else.

**The belief**

A Gaussian-process potential writes the energy of a structure as a sum of local terms φ(x), with x a bond length or a descriptor of an atomic environment. To keep the cost down, φ is expanded on M inducing points z₁ … z_M and the M coefficients are fitted by regularized least squares. The fit is a Bayesian linear regression, so it comes with a posterior covariance of the coefficients and hence with an error bar. The belief is that this error bar grows when a simulation leaves the training set, so that it can be used to stop a run or to select structures for new reference calculations.

The belief has good grounds. The full Gaussian process does behave in this way, the sparse model is built from the same kernel, and the error bar is the correct posterior of the linear model. In the example below it even rises just outside the training range. The fault lies in the prior that the expansion implies, and the distance that controls it is the distance to the inducing points, which need not be the distance to the data.

**Setting and two tools**

Hartree atomic units are used. The data are N total energies y = Lφ + ε, where the linear operation L sums φ over the local terms of each structure and ε has covariance σ²I. The hyperparameters and the inducing points are held fixed. Let u be the vector of values φ(z_m), K = Cov(u) the M×M matrix k(z_m,z_n), assumed invertible, and A = Cov(Lφ,u) the N×M matrix of kernels summed over each structure. For a test point x*, let φ* = φ(x*), k** = k(x*,x*), k* = Cov(u,φ*), c* = Cov(Lφ,φ*), and let C = Cov(y) = Cov(Lφ) + σ²I.

The first tool is conditioning. Let a scalar a and a vector b be jointly Gaussian with zero mean, B = Cov(b) and g = Cov(b,a). The remainder a − gᵀB⁻¹b has covariance g − BB⁻¹g = 0 with b, and uncorrelated jointly Gaussian variables are independent. Given b, a therefore has mean gᵀB⁻¹b, and its variance is that of the remainder:

Var(a|b) = Var a − 2gᵀB⁻¹g + gᵀB⁻¹BB⁻¹g = Var a − gᵀB⁻¹g. (1)

The second tool orders inverses. For a positive definite matrix P, expanding the product shows that 2cᵀv − cᵀPc = vᵀP⁻¹v − (c − P⁻¹v)ᵀP(c − P⁻¹v), so vᵀP⁻¹v is the maximum of the left side over c. Adding a positive semidefinite matrix S to P lowers the left side for each c by cᵀSc ≥ 0, and so cannot raise the maximum:

vᵀ(P + S)⁻¹v ≤ vᵀP⁻¹v. (2)

**What each model keeps**

Define α = K⁻¹u, whose covariance is K⁻¹KK⁻¹ = K⁻¹. Applying the first tool with b = u splits the test value and the noise-free energies, without approximation, into a part fixed by u and a remainder independent of u:

φ* = k*ᵀα + η, Var η = k** − Q**, Q** = k*ᵀK⁻¹k*,

y = Aα + δ + ε, Cov δ = Cov(Lφ) − Q_NN, Q_NN = AK⁻¹Aᵀ. (3)

Because Var η is a variance, Q** ≤ k**. The difference k** − Q** = Var η is the part of the prior variance at x* that the inducing values cannot reach. At an inducing point φ* = u_m, so k* is column m of K, Q** = K_mm = k** and η = 0.

The exact process keeps η and δ, which are correlated, and (1) gives the mean w_exᵀy with w_ex = C⁻¹c* and the variance v_exact = k** − c*ᵀC⁻¹c*. The projected-process form (PP) drops δ from the data, which saves the inversion of the N×N matrix C, and keeps η at the test point. The subset-of-regressors form (SoR) drops both. SoR is the expansion of the belief, φ(x) = k(x,z)ᵀα, and its prior variance is k*ᵀK⁻¹k* = Q**, not k**.

Both sparse forms share the data model y = Aα + ε. Minus twice the logarithm of prior times likelihood is, up to a constant,

αᵀKα + |y − Aα|²/σ² = αᵀ(K + AᵀA/σ²)α − 2αᵀAᵀy/σ² + |y|²/σ².

With Σ = (K + AᵀA/σ²)⁻¹ and α̂ = ΣAᵀy/σ², the terms in α equal (α − α̂)ᵀΣ⁻¹(α − α̂) minus a constant, as expanding the product confirms. The posterior of α is Gaussian with mean α̂ and covariance Σ. For SoR, φ* = k*ᵀα gives

μ = k*ᵀα̂ = wᵀy, w = AΣk*/σ², v_SoR = k*ᵀΣk*. (4)

For PP, φ* = k*ᵀα + η, and η is independent of α and ε and hence of y = Aα + ε. It has zero mean, so the mean is again μ, and variances of independent terms add:

v_PP = k** − Q** + v_SoR. (5)

The two forms define the same potential, and their variances differ by Var η. Neither variance contains y.

A second expression for v_SoR comes from applying (1) directly to the SoR model, where Cov(y) = Q_NN + σ²I and Cov(y,φ*) = q* = AK⁻¹k*:

v_SoR = Q** − q*ᵀ(Q_NN + σ²I)⁻¹q*. (6)

It describes the same posterior as (4), and the weights agree, since (AK⁻¹Aᵀ + σ²I)AΣ/σ² = AK⁻¹(AᵀA/σ² + K)Σ = AK⁻¹, so that w = (Q_NN + σ²I)⁻¹q*.

**The collapse**

Take P = K and S = AᵀA/σ² in (2): v_SoR ≤ Q**. Expanding k* in eigenvectors of K and replacing each eigenvalue by the smallest, λ_min, gives Q** ≤ |k*|²/λ_min. Together with (5),

0 ≤ v_SoR ≤ Q** ≤ min(k**, |k*|²/λ_min),

k** − Q** ≤ v_PP ≤ k**. (7)

Suppose the kernel has a constant diagonal, k** = s², and x* moves so that each component of k* tends to zero. Then Q** → 0, and (7) forces

v_SoR → 0, v_PP → s², μ = k*ᵀα̂ → 0.

More data cannot cure the collapse, because Q** does not depend on the data and caps v_SoR for any N.

For the squared-exponential kernel k = s² exp(−(x − x′)²/2ℓ²) in one dimension the rate is explicit. Let x* lie a distance d beyond the outermost point z_M, and let z_m lie a further Δ_m inside. Then (d + Δ_m)² = d² + 2dΔ_m + Δ_m², so

k*_m = s² exp(−d²/2ℓ²) t_m, t_m = exp(−(2dΔ_m + Δ_m²)/2ℓ²), t_M = 1.

Inserting this in (4) and separating the term m = n = M of the double sum gives

v_SoR = Σ_MM s⁴ exp(−d²/ℓ²) [1 + 2(Σ_M,M−1/Σ_MM) t_M−1 + …], (8)

where the omitted terms contain t_M−1² or a t_m with larger Δ_m, and the leading correction falls as exp(−dΔ/ℓ²) with Δ the last spacing. The standard deviation decays as fast as the kernel itself.

**The error that the sparse mean should report**

A small variance would be harmless if the sparse mean were in fact accurate far out. The full prior from which the model was derived decides this. If φ is drawn from it and y = Lφ + ε, the mean-square error of μ = wᵀy is, by expanding the square,

R = E[(φ* − wᵀy)²] = k** − 2wᵀc* + wᵀCw.

Using c* = Cw_ex, one has (w − w_ex)ᵀC(w − w_ex) = wᵀCw − 2wᵀc* + c*ᵀC⁻¹c*, and adding v_exact cancels the last term:

R = v_exact + (w − w_ex)ᵀC(w − w_ex) ≥ v_exact. (9)

The standard deviation obeys the triangle inequality on zero-mean variables, so |√R − √k**| ≤ √(wᵀCw). The weights w = (AΣ/σ²)k* are a fixed matrix acting on k*, so w → 0 when k* → 0, and R → k** = s². In this limit the sparse mean is the constant zero and errs by the full prior spread, PP reports that spread, and SoR reports nothing. The ratio R/v_SoR diverges.

**Forces and structures**

Repeating the steps from (3) to (5) for two test points gives the predictive covariances

c_SoR(x,x′) = k_xᵀΣk_x′, c_PP(x,x′) = k(x,x′) − k_xᵀK⁻¹k_x′ + k_xᵀΣk_x′,

with k_x the vector k(z,x). A linear functional of φ has the variance obtained by applying it to both arguments. For the derivative φ′, whose negative is the pair force, ∂k/∂x = −(x − x′)k/ℓ², and differentiating this with respect to x′ gives k/ℓ² − (x − x′)²k/ℓ⁴, which is s²/ℓ² at x′ = x. The vector ∂k_x/∂x has components −(x − z_m)k(x,z_m)/ℓ², which also vanish far out, so Var φ′ tends to s²/ℓ² in PP and to zero in SoR.

The energy of a structure with bonds x₁ … x_n has variance Σ_ij c(x_i,x_j), a sum over all pairs of bonds. For n equal bonds far from the inducing points each PP term tends to s², and the standard deviation is ns, not √n s. One unknown function value is repeated n times, and its error does not average down.

**A pair potential**

The target is a model Morse function φ_M(r) = D[exp(−2a(r − r₀)) − 2 exp(−a(r − r₀))] with round parameters D = 0.02 Ha, a = 0.6 bohr⁻¹ and r₀ = 5.5 bohr. The data are N = 40 trimer energies, each the sum of φ_M over three bonds drawn uniformly from 4.5 to 7.5 bohr. No noise is added, and σ = 0.001 Ha acts as the fitting tolerance. The M = 7 inducing distances run from 4.5 to 7.5 bohr in steps of 0.5 bohr, with s = 0.02 Ha and ℓ = 0.6 bohr, so s² = 4×10⁻⁴ Ha². The eigenvalues of K lie between 7.4×10⁻⁶ and 1.1×10⁻³ Ha², and the root-mean-square residual of the training energies is 2.4×10⁻⁴ Ha. Quantities that depend on the data positions refer to one random draw of bonds. The numerical check builds an explicit Fourier feature map for the kernel and, in that feature space, recomputes Var η of (3), the mean and variances of (4) and (5), v_exact and R. It tests v_SoR, v_PP and R also by Monte Carlo sampling, and it asserts the upper bounds of (7) and the identity (9) on the kernel formulas.

At r = 3 bohr, −a(r − r₀) = 1.5, and the target is 0.02 × (20.086 − 2 × 4.482) = 0.2224 Ha. The fitted mean is 0.0004 Ha, so the error against the target is 0.2220 Ha, or 6.04 eV. The reachable prior spread is √Q** = 1.436×10⁻³ Ha, which gives Q** = 2.06×10⁻⁶ Ha², below the bound |k*|²/λ_min = 4.18×10⁻⁵ Ha² of (7). The SoR deviation is 1.217×10⁻⁴ Ha, so v_SoR = 1.5×10⁻⁸ Ha², and (5) gives

v_PP = (400.00 − 2.06 + 0.01)×10⁻⁶ Ha² = 397.95×10⁻⁶ Ha², √v_PP = 1.995×10⁻² Ha.

The exact process has 1.984×10⁻² Ha and √R is 1.995×10⁻² Ha. The SoR error bar is 0.0033 eV, and the error is 0.2220/(1.217×10⁻⁴) ≈ 1800 times as large. The SoR error bar at 3 bohr is also smaller than the one of 2.26×10⁻⁴ Ha at 5.75 bohr, well inside the training range. The PP error bar is 0.54 eV.

The standard deviations along the curve, in Ha, are as follows.

| r (bohr) | SoR | PP | exact | √R |
|---|---|---|---|---|
| 2.00 | 5.4×10⁻⁷ | 2.00×10⁻² | 2.00×10⁻² | 2.00×10⁻² |
| 3.00 | 1.2×10⁻⁴ | 1.99×10⁻² | 1.98×10⁻² | 2.00×10⁻² |
| 4.00 | 1.07×10⁻³ | 1.09×10⁻² | 8.3×10⁻³ | 1.12×10⁻² |
| 4.50 | 5.3×10⁻⁴ | 5.3×10⁻⁴ | 6.6×10⁻⁴ | 9.4×10⁻⁴ |
| 5.75 | 2.3×10⁻⁴ | 6.5×10⁻⁴ | 2.5×10⁻⁴ | 4.4×10⁻⁴ |
| 7.50 | 5.3×10⁻⁴ | 5.3×10⁻⁴ | 8.2×10⁻⁴ | 1.7×10⁻³ |
| 10.00 | 5.2×10⁻⁷ | 2.00×10⁻² | 2.00×10⁻² | 2.00×10⁻² |

The SoR column shows both the temptation and the failure. It doubles between 4.5 and 4.0 bohr, as a useful indicator should. On a fine grid from 2 to 10 bohr its largest value is 1.07×10⁻³ Ha, at 4.03 bohr, and it then falls. A rule that calls for a new reference calculation when the deviation exceeds 0.1 s = 0.002 Ha is not triggered at any point of that grid by SoR, while PP triggers it on the short side at 4.37 bohr. The height of the SoR peak depends on σ and N. It rises to about 2.1×10⁻³ Ha with σ = 0.002 Ha and to about 2.3×10⁻³ Ha with only the first 15 trimers, so the rule can then fire, but the cap Q** of (7) still silences it farther out. Even near its peak SoR is too small: at 4.0 bohr the error is 0.02261 − 0.00136 = 0.02125 Ha, about 20 SoR deviations and 2 PP deviations. The fitted mean takes the values 1.7×10⁻³, 4.1×10⁻⁴ and 1.9×10⁻⁶ Ha at 3.5, 3.0 and 2.0 bohr, where the target climbs from 0.088 Ha to 1.007 Ha. The fitted potential has no repulsive wall, and at 3.0 bohr and below SoR reports a smaller deviation than at 5.75 bohr, in the midst of the data. The bound |k*|²/λ_min exceeds s² at the computed points 3.5, 4.0, 4.5, 5.75 and 7.5 bohr, where the other cap Q** ≤ k** is the useful one.

The rate (8) can be followed on the long side, where Σ_MM = 63.8 Ha⁻². At r = 10 bohr, d = 2.5 bohr and d²/2ℓ² = 8.68, so the leading term gives the deviation √63.8 × 4×10⁻⁴ × exp(−8.68) = 5.4×10⁻⁷ Ha against the computed 5.2×10⁻⁷ Ha. With v_SoR taken from (6), its ratio to the leading term is 0.841, 0.989 and 0.99996 at d = 2, 4 and 8 bohr. The shortfall drops from 0.0106 to 0.00004 between the last two, in line with the factor exp(4 × 0.5/0.36) ≈ 260 from the leading correction.

The derivative behaves as derived. Its prior deviation is s/ℓ = 3.33×10⁻² Ha/bohr. At 3 bohr PP gives 3.28×10⁻² and SoR 4.8×10⁻⁴ Ha/bohr; at 2 bohr PP gives 3.33×10⁻² and SoR 3.7×10⁻⁶ Ha/bohr; at 5.75 bohr the two are close, 9.2×10⁻⁴ and 8.2×10⁻⁴ Ha/bohr. For a trimer with bonds 2.8, 3.0 and 3.2 bohr the prior variance is s²[3 + 4 exp(−0.04/0.72) + 2 exp(−0.16/0.72)] = 8.39 s², a deviation of 5.79×10⁻² Ha. PP with all covariances gives 5.77×10⁻² Ha and 40000 Monte Carlo samples give 5.78×10⁻² Ha. The sum of the three bond variances alone gives 3.45×10⁻² Ha, and SoR gives 4.2×10⁻⁴ Ha.

**Inducing points and data in different places**

When the inducing points cover the range filled by the data and stop at its ends, as in the example above, far from the one means far from the other. The two distances can be separated, and the results then show which one matters.

Let the inducing set cover x* and the data region, with no data near x*. Then Var η is small and Q** is close to k**. In (6) the subtracted term involves q*, and (3) gives c* = q* + Cov(δ,η), because δ and η are independent of α. Each component of Cov(δ,η) is at most the product of the two small deviations, and c* is small far from the data, so q* is small. By (2) with P = σ²I and S = Q_NN, the subtracted term is at most |q*|²/σ², so v_SoR stays near k** when |q*| is small compared with sσ. With the inducing grid extended down to 2.0 bohr, the deviations at 2.75 bohr are 1.996×10⁻² Ha (SoR), 1.997×10⁻² Ha (PP) and 1.998×10⁻² Ha (exact). The bound is far from tight here: |q*| is 0.53 sσ, which would allow a loss of 0.28 s², while v_SoR lies within 0.5% of s². With the original grid SoR gives 4.1×10⁻⁵ Ha at the same point from the same data. Distance from the data does not by itself cause the collapse.

In the opposite case there are data near x* and no inducing point. With the three points 4.5, 5.0 and 5.5 bohr kept and the data unchanged, the deviations at 7.25 bohr are 6.2×10⁻⁶ Ha (SoR), 2.00×10⁻² Ha (PP) and 3.4×10⁻⁴ Ha (exact). SoR collapses inside the range of the data. PP exceeds the exact deviation by a factor of about 60, yet √R = 1.97×10⁻² Ha shows that it describes the sparse mean well, since w is small and that mean makes little use of the nearby data. New reference energies cannot bring v_PP below k** − Q**, whereas an inducing point placed at x* removes that term. This does not by itself make the sparse mean accurate, since R can exceed v_PP at an inducing point, as shown below. The two terms of (5) separate the cases: k** − Q** responds to the inducing set alone, and v_SoR is the term that data reduce.

**What the projected process does not provide**

It is not an upper bound on the exact variance. At an inducing point η = 0, so c* = q* and v_PP = v_SoR is given by (6) with Q** = k**. By (3), C = (Q_NN + σ²I) + Cov δ, and (2) gives q*ᵀC⁻¹q* ≤ q*ᵀ(Q_NN + σ²I)⁻¹q*. Subtracting both sides from k** reverses the order, and with (9)

v_PP ≤ v_exact ≤ R at each inducing point.

Dropping δ treats the data as cleaner measurements of u than they are. The rows at 4.5 and 7.5 bohr show this order, and the check finds the first inequality strict at all seven points. With the three-point inducing set, at 5.0 bohr PP and SoR both give 1.96×10⁻⁴ Ha, the exact process 3.0×10⁻⁴ Ha, and √R = 4.25×10⁻³ Ha is about 22 times the reported value. Between inducing points the order can be the reverse: at 5.75 bohr PP lies above both the exact deviation and √R. Agreement of v_PP with R has been shown in the far limit and does not extend to the interior.

It is also not a measure of the true error. The limit s² is a hyperparameter, and R is an average over functions drawn from the prior. Since the variances do not contain y, multiplying the target, and with it the noise-free data, by a factor at fixed hyperparameters multiplies the error by the same factor and leaves the variances as they are. The Morse wall is far larger than a typical prior draw: at 3 bohr the error is 0.2220/0.01995 = 11.1 PP deviations, and at 2 bohr it is 1.007/0.0200 ≈ 50. On the long side the mismatch has the other sign, for at 10 bohr the error is 2.6×10⁻³ Ha, or 0.13 of the PP deviation, though still about 5000 SoR deviations. A value of v_PP near s² says that, within the PP model, the data have removed little of the prior variance at that point. How far the physical energy lies from the prior mean is a question about the prior, which in this example has no short-range repulsion in it.

**Kernels that do not decay**

The collapse was derived from k* → 0, and more generally v_SoR is capped by Q**, so the quantity to examine for any kernel is Q**/k**. Consider normalized descriptors p = (cos θ, sin θ) with k = s²(p·p′)⁴. The binomial theorem gives

(cos θ cos θ′ + sin θ sin θ′)⁴ = Σ_j C(4,j) (cos^(4−j)θ sin^jθ)(cos^(4−j)θ′ sin^jθ′), j = 0 … 4,

with C(4,j) the binomial coefficient, so the process is φ(θ) = Σ_j β_j cos^(4−j)θ sin^jθ with five independent Gaussian coefficients of variance s²C(4,j). Dividing by cos⁴θ leaves a polynomial of degree four in tan θ, which five values at distinct tan θ determine. Five such inducing points fix all the β_j, so η = 0 and δ = 0, Q** = k** at each angle, and SoR, PP and the exact process coincide. With inducing angles 0, 0.2, 0.4, 0.6 and 0.8 rad, the check finds Q**/k** = 1.000000 at 1.5 rad. With the first three angles it finds 0.0346. Then (7) caps the SoR deviation at √0.0346 s = 0.19 s and keeps v_PP at or above 0.965 s². The suppression is finite in this case, since k* does not vanish at that angle, although its largest component is only s² cos⁴(1.1) = 0.042 s² (this kernel is zero for orthogonal descriptors), and with the same three angles Q**/k** falls to about 3×10⁻⁴ near 1.77 rad. It arises because the feature vector at that angle lies mostly outside the span of the feature vectors at the three inducing angles. For a descriptor kernel with more features than inducing points, 1 − Q**/k** can be computed from K and k* without any reference energies, and it is the fraction of the prior variance at x* that the SoR error bar leaves out.

Computed values

```
Morse D = 0.02 Ha, a = 0.6 1/bohr, r0 = 5.5 bohr
kernel s = 0.02 Ha, l = 0.6 bohr, sigma = 0.001 Ha
N = 40 trimers, bonds in [4.5, 7.5] bohr, M = 7, spacing 0.5 bohr
K eigenvalues min 7.445e-06, max 1.092e-03 Ha^2; training RMSE 2.353e-04 Ha
r (bohr) | target, mean, sqrtQ, sd_SoR (Ha)
 2.00 | +1.0071e+00 +1.9318e-06 6.074e-06 5.373e-07
 2.50 | +4.8998e-01 +4.1377e-05 1.341e-04 1.171e-05
 3.00 | +2.2244e-01 +4.1220e-04 1.436e-03 1.217e-04
 3.50 | +8.7659e-02 +1.6983e-03 7.258e-03 5.722e-04
 4.00 | +2.2609e-02 +1.3601e-03 1.683e-02 1.067e-03
 4.50 | -6.4824e-03 -7.1457e-03 2.000e-02 5.318e-04
 5.75 | -1.9612e-02 -1.9483e-02 1.999e-02 2.258e-04
 7.50 | -1.0233e-02 -9.7138e-03 2.000e-02 5.316e-04
 9.00 | -4.5983e-03 -1.9369e-04 1.436e-03 1.177e-04
10.00 | -2.5979e-03 -6.4589e-07 6.074e-06 5.199e-07
r (bohr) | sd_PP, sd_exact, sqrtR (Ha), bound |ks|^2/lam_min (Ha^2)
 2.00 | 2.0000e-02 2.0000e-02 2.0000e-02 6.204e-10
 2.50 | 2.0000e-02 1.9998e-02 2.0000e-02 3.218e-07
 3.00 | 1.9949e-02 1.9843e-02 1.9951e-02 4.181e-05
 3.50 | 1.8645e-02 1.7372e-02 1.8689e-02 1.378e-03
 4.00 | 1.0861e-02 8.2738e-03 1.1184e-02 1.211e-02
 4.50 | 5.3180e-04 6.5667e-04 9.4263e-04 3.360e-02
 5.75 | 6.5411e-04 2.5305e-04 4.3732e-04 4.571e-02
 7.50 | 5.3158e-04 8.2274e-04 1.7215e-03 3.360e-02
 9.00 | 1.9949e-02 1.9845e-02 1.9967e-02 4.181e-05
10.00 | 2.0000e-02 2.0000e-02 2.0000e-02 6.204e-10
max sd_SoR on [2,10] bohr = 1.069e-03 Ha at r = 4.03 bohr
sd_PP > 0.1 s = 0.002 Ha at r <= 4.37 bohr
Sigma_MM = 6.3815e+01 1/Ha^2
v_SoR/asymptote at d = 2, 4, 8 bohr: 0.84085, 0.98942, 0.99996
prior sd of phi' s/l = 3.3333e-02 Ha/bohr
sd phi' at 2.00 bohr: SoR 3.699e-06, PP 3.3333e-02 Ha/bohr
sd phi' at 3.00 bohr: SoR 4.763e-04, PP 3.2837e-02 Ha/bohr
sd phi' at 5.75 bohr: SoR 8.182e-04, PP 9.1974e-04 Ha/bohr
trimer (2.8,3.0,3.2 bohr): sd_SoR 4.236e-04, sd_PP 5.7696e-02 Ha
  diagonal-only PP 3.4476e-02, Monte Carlo 5.7792e-02 Ha
Monte Carlo samples 40000, relative tolerance on variance 0.035
r = 2.75 bohr, z from 2.0 bohr: sd_SoR 1.9959e-02, sd_PP 1.9972e-02 Ha
  sd_exact 1.9978e-02 Ha; z from 4.5 bohr: sd_SoR 4.149e-05 Ha
z up to 5.5 bohr, r = 7.25 bohr: sd_SoR 6.194e-06, sd_PP 2.000e-02 Ha
  sd_exact 3.377e-04, sqrtR 1.968e-02 Ha
z up to 5.5 bohr, r = 5.0 bohr: sd_SoR 1.957e-04, sd_PP 1.957e-04 Ha
  sd_exact 2.997e-04, sqrtR 4.252e-03 Ha
(p.p')^4, angles 0..0.8 rad step 0.2, test 1.5 rad: Q/k M=5 1.000000, M=3 0.0346
r = 3 bohr: error 0.2220 Ha = 6.042 eV
  sd_SoR 1.217e-04 Ha = 0.0033 eV, error/sd = 1825
  sd_PP 1.9949e-02 Ha = 0.5428 eV, error/sd = 11.1
```
